# Best stage ratio of an inverter chain driving a capacitive wire

**Question**

I have to drive a long wire from a small inverter, with a chain of inverters of growing size in between. The wire counts as a pure capacitance $C_L$. I write $C_0$ for the input capacitance of the first inverter and $F=C_L/C_0$.

If each stage is $f$ times larger than the one before, each stage has a delay proportional to $f$, and I need $N=\ln F/\ln f$ stages. Minimizing $f/\ln f$ gives $f=e$. So far so good.

The exercise then says that an inverter also has to charge its own drain capacitance, and asks me to show that the best ratio rises from $e$ to 3.59 when this self-loading equals the input capacitance. Here I am stuck. A bigger inverter has more drain capacitance but proportionally less resistance, so the self-loading adds the same constant to the delay of every stage, whatever its size. Adding a constant does not move a minimum. Why does the optimum change at all?

I would also like to know what to build. My case is a Cu wire 400 µm long, 1 µm wide and 1 µm thick, with 0.25 fF/µm, and a first inverter with 10 kΩ and 0.5 fF. The formula won't give me a whole number of stages. And is it safe to ignore the resistance of the wire?

**Answer**

Your observation about the constant is correct, and it settles half of the problem. The constant is added once per stage. With the number of stages fixed, it does not affect the best sizes. Once you may choose the number of stages, the sum of these constants is $N$ times something, and $N$ depends on $f$.

**The delay of one stage**

Model an inverter of size $s$ as a switch with resistance $R_0/s$, input capacitance $sC_0$ and drain capacitance $\gamma sC_0$. The number $\gamma\ge 0$ is the self-loading ratio; your exercise compares $\gamma=0$ with $\gamma=1$. Let the sizes be $s_1=1,s_2,\dots,s_N$, and define $s_{N+1}=F$, so that the wire looks like one more gate of capacitance $FC_0$. I take $F>1$.

Suppose each inverter switches abruptly when its input passes half the supply voltage $V$. A falling output then follows $Ve^{-t/RC}$, which reaches $V/2$ at $t=RC\ln 2$; a rising output gives the same time. Stage $i$ therefore has the delay

$$
t_i=\ln 2\,\frac{R_0}{s_i}\left(\gamma s_iC_0+s_{i+1}C_0\right)
=\ln 2\,R_0C_0\,(\gamma+f_i),\qquad f_i=\frac{s_{i+1}}{s_i}.
$$

The size $s_i$ has cancelled from the self-loading term, as you said. The ratios are tied together by

$$
f_1f_2\cdots f_N=\frac{s_2}{s_1}\frac{s_3}{s_2}\cdots\frac{F}{s_N}=F .
$$

**Fixed number of stages: equal ratios**

You assumed equal ratios, which needs a reason. Let $g=F^{1/N}$ and write $f_i=g\,e^{x_i}$. The product condition becomes $\sum_i x_i=0$. The curve $e^x$ is convex and so lies above its tangent at zero, $e^x\ge 1+x$, with equality only at $x=0$. Hence

$$
\sum_i f_i=g\sum_i e^{x_i}\ge g\sum_i(1+x_i)=Ng ,
$$

with equality only if every $x_i=0$. The shortest total delay for given $N$ is thus

$$
T(N)=\ln 2\,R_0C_0\,N\left(\gamma+F^{1/N}\right).
$$

At this point $\gamma$ has had no influence on the sizes.

**Free number of stages: the ratio shifts**

Treat $N$ as continuous for now and insert $N=\ln F/\ln f$:

$$
T=\ln 2\,R_0C_0\,\ln F\;\frac{\gamma+f}{\ln f}.
$$

The self-loading is now $\gamma/\ln f$, which is not a constant: it falls as $f$ grows, because a steeper taper has fewer stages to pay for. Differentiate the last factor with the quotient rule:

$$
\frac{d}{df}\frac{\gamma+f}{\ln f}
=\frac{\ln f-(\gamma+f)/f}{(\ln f)^2}
=\frac{f\ln f-f-\gamma}{f(\ln f)^2}.
$$

The numerator equals $-1-\gamma<0$ at $f=1$, has the slope $\ln f>0$ for $f>1$, and grows without limit. It changes sign once, from negative to positive, so there is a single minimum, at

$$
f(\ln f-1)=\gamma .
$$

For $\gamma=0$ this gives $\ln f=1$, your $f=e$. For $\gamma=1$ it must be solved numerically. Newton's method applied to the numerator gives

$$
f_{\rm new}=f-\frac{f\ln f-f-\gamma}{\ln f}=\frac{f+\gamma}{\ln f}.
$$

Starting from $e$, the first step gives $e+1\approx3.72$, and repetition settles at $f=3.591$. That is the result you were asked for. It does not depend on $F$, $R_0$ or $C_0$.

There is also a closed form. Put $u=\gamma/f$. The condition reads $\ln f=1+u$, so $f=e^{1+u}$ and $\gamma=uf=u\,e^{1+u}$, or $ue^u=\gamma/e$. The solution of this last equation is by definition the Lambert function, $u=W(\gamma/e)$, so

$$
f=e^{\,1+W(\gamma/e)} .
$$

**How the optimum depends on self-loading**

Differentiating $f\ln f-f=\gamma$ gives $\ln f\,df=d\gamma$, so

$$
\frac{df}{d\gamma}=\frac{1}{\ln f}>0 .
$$

The rise is monotonic. Its slope is 1 at $\gamma=0$, so $f\approx e+\gamma$ for weak self-loading, and it has dropped to 0.78 at $\gamma=1$. The optimum is 3.18 for $\gamma=0.5$ and 4.32 for $\gamma=2$.

In the opposite limit, $\gamma\to\infty$, take the logarithm of $ue^u=\gamma/e$: $u+\ln u=\ln\gamma-1$. For large $u$ the term $\ln u$ is small beside $u$, so $u\approx\ln\gamma$ and $f=\gamma/u\approx\gamma/\ln\gamma$ to leading order. The best ratio grows without bound, but more slowly than $\gamma$. This leading form is approached very slowly: the true $f$ is still 1.75 times $\gamma/\ln\gamma$ at $\gamma=100$, so use the closed form for numbers.

**The minimum is flat**

At the optimum $f\ln f=f+\gamma$, so $(\gamma+f)/\ln f=f$ and

$$
T_{\min}=\ln 2\,R_0C_0\,f\ln F .
$$

To see what a wrong ratio costs, use $x=\ln f$ and $h(x)=(\gamma+e^x)/x$. Differentiate $xh=\gamma+e^x$ twice:

$$
h+xh'=e^x,\qquad 2h'+xh''=e^x .
$$

At the minimum $h'=0$, so $h=e^x$ and $h''=e^x/x$. An error $\delta$ in $\ln f$ then raises the delay by the fraction

$$
\frac{\Delta T}{T_{\min}}\approx\frac{h''\delta^2}{2h}=\frac{\delta^2}{2\ln f}.
$$

Using $f=e$ when $\gamma=1$ means $\delta=1-1.278=-0.278$, and the estimate is 3.0%. The full expression gives $(1+e)/3.591-1=3.5\%$; the difference comes from the terms beyond $\delta^2$. Using $f=4$ instead costs less than half a percent. Delay alone is therefore a weak reason to insist on 3.59.

**Your wire: choosing a whole number**

The load is $C_L=0.25\times400=100$ fF, so $F=100/0.5=200$ and $\ln F=5.298$. The time unit is $\ln2\,R_0C_0=0.693\times10\ \text{kΩ}\times0.5\ \text{fF}=3.466$ ps. I take $\gamma=1$. The continuous optimum is

$$
N=\frac{5.298}{1.278}=4.14,\qquad
T_{\min}=3.466\times3.591\times5.298=65.9\ \text{ps}.
$$

To round safely, check that $T(N)$ is convex. With $L=\ln F$,

$$
\frac{d}{dN}\left(Ne^{L/N}\right)=e^{L/N}\left(1-\frac LN\right),\qquad
\frac{d^2}{dN^2}\left(Ne^{L/N}\right)=\frac{L^2}{N^3}e^{L/N}>0 .
$$

The term $\gamma N$ is linear and does not change this. The best integer is therefore one of the two neighbours of the continuous optimum. (If that optimum lies below 1, use one inverter.) For your load, $T(N)=3.466\,N(1+200^{1/N})$ ps gives:

| $N$ | ratio | delay (ps) |
|---|---|---|
| 3 | 5.85 | 71.2 |
| 4 | 3.76 | 66.0 |
| 5 | 2.89 | 67.3 |
| 6 | 2.42 | 71.1 |

Build four stages, with sizes 1, 3.76, 14.1 and 53.2. Equating $T(3)$ with $T(4)$, and $T(4)$ with $T(5)$, and solving numerically for $F$ shows that four stages are best for $F$ between about 82 and 300. Four inverters do not invert the signal. If you need an inversion, five stages cost 1.3 ps more.

**What the zero-self-load rule would cost**

Had you ignored self-loading, you would have minimized $NF^{1/N}$ and chosen $N=5$. That is only 2% slower than $N=4$. The larger penalty is in size. The summed inverter size is a geometric series,

$$
S=1+f+\dots+f^{N-1}=\frac{f^N-1}{f-1}=\frac{F-1}{f-1},
$$

which is $199/2.761=72.1$ for four stages and 105.5 for five, 46% more.

The energy follows. Charging a capacitance $C$ to $V$ draws the charge $CV$ from the supply, hence the energy $CV^2$ per full cycle. All gates and drains together have the capacitance $(1+\gamma)C_0S$. With a 1 V supply and four stages,

$$
E=\left[(1+\gamma)C_0S+C_L\right]V^2=(72.1+100)\ \text{fJ}=172\ \text{fJ},
$$

against 206 fJ for five stages, 19% more. This counts the charging of capacitances and leaves out leakage and the current that flows while both transistors of an inverter conduct.

**May the wire resistance be ignored?**

The last inverter has $10\ \text{kΩ}/53.2=188$ Ω and a drain capacitance of 26.6 fF. Its delay into a pure capacitance is $0.693\times0.188\times126.6=16.5$ ps.

For the copper I assume a rough 2.0 µΩ cm at 300 K and a relative rise of 0.0039 per kelvin. In a hot chip at 373 K this gives 2.57 µΩ cm and a wire resistance of 10.3 Ω. The wire capacitance is spread along the wire, so on average its charge passes through half the resistance. The time to compare is

$$
\tfrac12R_wC_L=\tfrac12\times0.0103\times100=0.51\ \text{ps}
\quad\ll\quad \frac{R_0}{s_N}C_L=fR_0C_0=18.8\ \text{ps}.
$$

The right-hand side does not depend on the wire length if $f$ is held fixed, because a longer wire gets a larger last inverter. The left-hand side grows as the square of the length, since both $R_w$ and $C_L$ are proportional to it. For this cross-section the two become equal at about six times your length, roughly 2.4 mm. Well before that the load is no longer purely capacitive, and a larger driver at the near end cannot remove the wire's own delay. For still longer wires, repeaters along the wire are the thing to consider, which is a different optimization. With the values used here, an estimate with optimized sizes and positions shows no gain from a repeater at 2.4 mm, and a gain of about 5 ps from one repeater at 4 mm.

I also computed the far-end response numerically, with the wire divided into 40 segments. Wire resistance raises the last-stage delay from 16.5 to 16.9 ps. For the inductance I assumed a nearby return path and an insulator of relative permittivity 3, so that a wave needs $\ell\sqrt{\varepsilon_r}/c=2.3$ ps to cross the wire of length $\ell$, and $L_wC_L$ is the square of this time. That gives $L_w=53$ pH. Including it gives 16.7 ps with 40 segments, and 16.6 ps for the continuous line. Do not read meaning into the tenths: after an abrupt step the far end rises in small stairs, and changing the assumed inductance by 15% can move the delay by about 0.7 ps. For inductances between half and twice the assumed value, the shift from the purely capacitive delay stays below two picoseconds in a total of 66 ps. The assumed value is close to the smallest a real wire can have, because it needs the return current to flow right next to the wire. A return wire 2 to 10 µm away gives roughly 240 to 500 pH. For inductances up to about twelve times the assumed value, the shift after an abrupt step lies between about $-5$ and $+4$ ps, so check where the return path runs in your layout.

Neighbouring wires matter more. Suppose half of the wire capacitance goes to neighbours that switch at the same moment in the opposite direction. The voltage across that half then changes by $2V$ instead of $V$, so it acts like twice its value and adds 50 fF. With the chain held fixed, the delay grows by $0.693\times0.188\times50=6.5$ ps, or 10% of the total. This assumes that the neighbours have edges like those of your wire. Neighbours with abrupt edges can do more harm. If they switch just before your wire reaches $V/2$, they throw it back by $50/126.6=0.395$ of the supply, and the driver needs another $0.188\times126.6\times\ln(0.895/0.5)=13.9$ ps, about twice the delay above. If they switch a little after the crossing, they can pull the wire back across $V/2$ for a while, so that the receiver may see a false pulse. If you design for the case of equal edges, $F$ becomes 300, where four and five stages are practically tied. The formula for the best ratio is unchanged.

**Do real, sloping edges spoil the result?**

The switch model assumes abrupt switching, whereas a real gate is driven by a sloping edge. For a long uniform taper this changes less than one might expect. Let a unit inverter deliver the current $I(V_{\rm in},V_{\rm out})$, any nonlinear function, and let current scale with size. Stage $i$ drives the capacitance $s_i(\gamma+f)C_0$, so

$$
s_i(\gamma+f)C_0\frac{dV_i}{dt}=s_iI(V_{i-1},V_i)
\;\;\Rightarrow\;\;
C_0\frac{dV_i}{d\theta}=I(V_{i-1},V_i),\quad \theta=\frac{t}{\gamma+f}.
$$

In the scaled time $\theta$ neither $f$ nor $\gamma$ appears. Once the edge has settled into a shape that repeats from stage to stage, the delay is a constant times $(\gamma+f)$. The constant replaces $\ln2\,R_0C_0$, and the optimum stays where it was.

The settling is an assumption, so I simulated ten-stage chains of square-law transistors with a threshold of 0.3 of the supply. I took the delay of the eighth stage for ratios from 2 to 6, fitted a parabola through these delays, and minimized the fit divided by $\ln f$. The optimum came out at 2.72 for $\gamma=0$ and 3.59 for $\gamma=1$.

Capacitance between gate and drain does break the scaling, because it ties each node to the movement of the next, and the strength of that tie depends on $f$. I let a fifth of the input capacitance be of this kind and kept the total gate and drain capacitances unchanged. The optimum for $\gamma=1$ moved to 3.64, and the stage delay at $f=4$ rose by 11%.

Your chain is short, so its ends matter too. I simulated it with a 30 ps input ramp, setting the time scale so that an interior stage at $f=4$ without coupling has the delay of the switch model. For three, four and five stages the totals are 67.4, 65.8 and 68.7 ps without coupling, and 72.4, 71.5 and 75.1 ps with it. Four stages remain best, but three now beat five, the reverse of the table. So if you need an inversion, three stages deserve a look: with this input ramp they are faster, and they are smaller as well. The speed advantage depends on the input edge. With an 80 ps ramp and no coupling, three and five stages take 80.5 and 80.2 ps, while four remain best.

**How this compares with a real process**

Your inverter values, with $\gamma=1$ and 1 V, are roughly typical of planar CMOS with dimensions of some tens of nanometres, and a wire of 1 µm by 1 µm belongs to the thick upper metal levels. The input that matters most for the best ratio is $\gamma$, which depends on the transistor and its layout; between 0.5 and 2 it moves the optimum from 3.2 to 4.3, far more than the gate-drain coupling did. Extract it by plotting the simulated stage delay of your own inverter against $f$: a straight line proportional to $\gamma+f$ has the intercept-to-slope ratio $\gamma$. With gate-drain coupling this ratio is an effective $\gamma$, about 1.06 instead of 1 in the simulated chain above, and it is the value to insert in the formula for the best ratio. The square-law transistor leaves out velocity saturation and voltage-dependent capacitances, so the simulated picoseconds are a guide to trends and not a prediction for a given process. A ratio near 4 is a sensible choice when $\gamma$ is near 1, the load is capacitive and the wiring between the stages is short.
